\section*{The integrated relaxation time of a stretched exponential}

\section{The problem}

A polymer film between two metal electrodes has been held in a constant electric field until its dipolar polarization has reached the equilibrium value $P_0$. At $t=0$ the electrodes are short-circuited. The dipoles lose their alignment slowly, and the polarization left at time $t$ is described by the stretched exponential
\begin{equation}
P(t)=P_0\,\varphi(t),\qquad
\varphi(t)=\exp\!\left[-\left(\frac{t}{\tau}\right)^{\beta}\right],
\qquad t\ge 0,\quad \tau>0,\quad \beta>0 .
\label{eq:phi}
\end{equation}
This function is empirical: it is chosen because it fits data with two parameters. For $0<\beta<1$ the decay is stretched, and $\beta=1$ is the simple exponential. The part of the polarization that follows the field almost at once, mainly electronic, vanishes with the field and is not counted in $P_0$.

The integrated relaxation time is defined as the area under the normalized decay,
\begin{equation}
\langle\tau\rangle=\int_0^\infty \varphi(t)\,dt .
\label{eq:def}
\end{equation}
Since $\varphi$ is a pure number, $\langle\tau\rangle$ is a time.

(a) Estimate $\langle\tau\rangle$ by scaling. (b) Find it for any $\beta>0$, and evaluate it for $\beta=1/2$. (c) A film has $\tau=1$ ms and $\beta=1/2$. What is $\langle\tau\rangle$, and how much of it is lost if the discharge is recorded for only 10 ms?

\section{A first estimate by scaling}

Measure time in units of $\tau$ by setting $t=\tau y$, so that $dt=\tau\,dy$. Then
\begin{equation}
\langle\tau\rangle=\tau f(\beta),\qquad
f(\beta)=\int_0^\infty e^{-y^\beta}\,dy .
\label{eq:scaling}
\end{equation}
Scaling thus settles how the answer depends on $\tau$: at fixed $\beta$, doubling $\tau$ doubles the area. It leaves the number $f(\beta)$ open.

For a rough value of $f$, note that the exponent $y^\beta$ is below 1 for $y<1$ and above 1 for $y>1$. Replace the decay by a rectangle that has height 1 up to $y=1$ and height 0 afterwards. Its area is 1, so the estimate is
\begin{equation}
\langle\tau\rangle\approx\tau ,
\label{eq:estimate}
\end{equation}
which is 1 ms for the film. The rectangle takes no account of $\beta$. At $t=\tau$ the true function equals $e^{-1}=0.3679$ whatever $\beta$ is, so the time at which the decay has fallen to $1/e$ cannot reveal the error either.

\section{The exact solution}

\subsection{Any positive exponent}

The exponent in \eqref{eq:phi} becomes simple if it is taken as the new variable:
\begin{equation}
u=\left(\frac{t}{\tau}\right)^{\beta},\qquad
t=\tau u^{1/\beta},\qquad
dt=\frac{\tau}{\beta}\,u^{1/\beta-1}\,du .
\end{equation}
Because $\beta>0$, $u$ rises from 0 to $\infty$ as $t$ does, and the limits are unchanged. Inserting this in \eqref{eq:def} gives
\begin{equation}
\langle\tau\rangle=\frac{\tau}{\beta}\int_0^\infty u^{1/\beta-1}e^{-u}\,du .
\label{eq:uint}
\end{equation}
The Gamma function is defined for $z>0$ by
\begin{equation}
\Gamma(z)=\int_0^\infty u^{z-1}e^{-u}\,du .
\label{eq:gamma}
\end{equation}
Comparison of the powers of $u$ shows that $z=1/\beta$, so
\begin{equation}
\langle\tau\rangle=\frac{\tau}{\beta}\,\Gamma\!\left(\frac1\beta\right).
\label{eq:result}
\end{equation}
The integral is finite. Near $u=0$ the integrand behaves as $u^{1/\beta-1}$, which is integrable since $1/\beta>0$, and at large $u$ the exponential outweighs any power.

A second form follows from one integration by parts:
\begin{align}
\Gamma(z+1)&=\int_0^\infty u^{z}e^{-u}\,du
=\left[-u^{z}e^{-u}\right]_0^\infty+z\int_0^\infty u^{z-1}e^{-u}\,du
\nonumber\\
&=z\,\Gamma(z),
\label{eq:recursion}
\end{align}
where the bracket vanishes at both limits for $z>0$. With $z=1/\beta$,
\begin{equation}
\langle\tau\rangle=\tau\,\Gamma\!\left(1+\frac1\beta\right),
\label{eq:second}
\end{equation}
and the unknown number in \eqref{eq:scaling} is $f(\beta)=\Gamma(1+1/\beta)$.

\subsection{The case of exponent one half}

For $\beta=1/2$ the prefactor $1/\beta$ is 2 and the argument of the Gamma function is also 2. From \eqref{eq:recursion} with $z=1$,
\begin{equation}
\Gamma(2)=1\cdot\Gamma(1)=\int_0^\infty e^{-u}\,du=1 .
\end{equation}
Therefore
\begin{equation}
\langle\tau\rangle=2\tau\,\Gamma(2)=2\tau
\qquad\left(\beta=\tfrac12\right).
\label{eq:half}
\end{equation}
For the film this is 2 ms. Direct numerical integration of $\varphi$ over $t$, without the change of variable, gives 2.000000 ms.

\subsection{What the area means}

Integrate \eqref{eq:def} by parts, with $t$ as the integral of 1:
\begin{equation}
\langle\tau\rangle=\left[t\,\varphi(t)\right]_0^\infty
+\int_0^\infty t\left(-\frac{d\varphi}{dt}\right)dt
=\int_0^\infty t\left(-\frac{d\varphi}{dt}\right)dt .
\label{eq:mean}
\end{equation}
The bracket is zero at $t=0$ because $\varphi(0)=1$ is finite, and zero at infinity because $\varphi$ falls faster than $1/t$. The weight $-d\varphi/dt$ is positive and integrates to $\varphi(0)-\varphi(\infty)=1$. It is the fraction of the bound charge released per unit time, and it is proportional to the discharge current. Hence $\langle\tau\rangle$ is the mean time at which the charge is released. It is a mean over charge, and no assumption about the microscopic origin of the stretched decay has entered.

\section{Comparison of the estimate with the solution}

The estimate \eqref{eq:estimate} has the right dependence on $\tau$, but for $\beta=1/2$ it is too small by a factor of 2. To see where the missing area lies, calculate the area beyond a time $t$ for $\beta=1/2$. Put $t'=\tau s^2$, $dt'=2\tau s\,ds$ and $x=\sqrt{t/\tau}$:
\begin{align}
A(t)&=\int_t^\infty e^{-\sqrt{t'/\tau}}\,dt'
=2\tau\int_x^\infty s\,e^{-s}\,ds \nonumber\\
&=2\tau\left[-(1+s)e^{-s}\right]_x^\infty
=2\tau(1+x)e^{-x}.
\label{eq:tail}
\end{align}
The bracket is correct because the derivative of $-(1+s)e^{-s}$ is $-e^{-s}+(1+s)e^{-s}=s\,e^{-s}$. At $t=0$ the formula returns the full area $2\tau$.

At $t=\tau$ we have $x=1$, and the fraction of the area still to come is $2/e=0.7358$. The area beyond $\tau$ is thus $2\tau\times0.7358=1.47\tau$, and the area before $\tau$ is $0.53\tau$. The rectangle assigns $\tau$ to the first part and nothing to the second. It overestimates the first part by $0.47\tau$ and omits $1.47\tau$ of the second, so it falls short by $\tau$.

For $\beta=1$ the same two errors cancel. The area before $\tau$ is $\tau(1-1/e)$, so the rectangle is too large there by $\tau/e$; the area beyond $\tau$, which it omits, is also $\tau/e$. The agreement of \eqref{eq:estimate} with the simple exponential is due to this cancellation.

The times that matter can be found for any $\beta$. Since $\varphi\,dt=t\varphi\,d(\ln t)$, the area per unit of logarithmic time is $t\varphi$. Its logarithm is $\ln t-(t/\tau)^\beta$ and is largest where
\begin{equation}
\frac{d}{d\ln t}\left[\ln t-\left(\frac t\tau\right)^\beta\right]
=1-\beta\left(\frac t\tau\right)^\beta=0,
\qquad
t_{\max}=\tau\,\beta^{-1/\beta}.
\label{eq:peak}
\end{equation}
This gives $t_{\max}=\tau$ for $\beta=1$ but $t_{\max}=4\tau$ for $\beta=1/2$. On a logarithmic time axis, the main contribution moves away from $\tau$ as the decay is stretched.

With $\tau$ held fixed, \eqref{eq:second} gives $\langle\tau\rangle/\tau=1.0000$, 1.1330, 2.0000 and 9.2605 for $\beta=1$, 0.8, 0.5 and 0.3. The estimate is therefore good to about 12\% of the true value at $\beta=0.8$, and useless at $\beta=0.3$. If $1/\beta$ is an integer $n$, repeated use of \eqref{eq:recursion} gives $\langle\tau\rangle=n!\,\tau$, which grows without limit as $\beta\to0$.

The inequality $\langle\tau\rangle>\tau$ holds for every $\beta$ between 0 and 1. Differentiating \eqref{eq:gamma} twice with respect to $z$ puts a factor $(\ln u)^2\ge0$ in the integrand, so $\Gamma''>0$ and $\Gamma$ is a convex function. As $\Gamma(1)=\Gamma(2)=1$, a convex curve through these two points lies above 1 for all $z>2$, and $z=1+1/\beta$ is greater than 2 when $\beta<1$.

\section{Reading the result from a discharge}

\subsection{A record that ends too early}

Take the film with $\tau=1$ ms, $\beta=1/2$, relaxation strength $\Delta\varepsilon=6$ and a poling field $E=0.01$ MV/cm $=10^6$ V/m. The relaxation strength is the slow part of the relative permittivity, so
\begin{equation}
P_0=\varepsilon_0\,\Delta\varepsilon\,E
=5.313\times10^{-3}\ \mu\mathrm{C/cm^2}.
\end{equation}

A current record that stops at time $T$ contains only the charge released before $T$. At time $t$, the charge still to come within the record is $P_0[\varphi(t)-\varphi(T)]$ per unit area. If only this charge is counted and it is divided by $P_0$, the area obtained is
\begin{equation}
\int_0^T[\varphi(t)-\varphi(T)]\,dt=2\tau-A(T)-T\varphi(T).
\end{equation}
With $x=\sqrt{T/\tau}$, so that $T=\tau x^2$, the missing fraction of $2\tau$ is
\begin{equation}
\frac{A(T)+T\varphi(T)}{2\tau}
=\left(1+x+\frac{x^2}{2}\right)e^{-x}.
\label{eq:loss}
\end{equation}
For $T=10$ ms, $x=\sqrt{10}$ and the loss is 38.78\%. The record would give $2\ \mathrm{ms}\times(1-0.3878)=1.22$ ms. A simple exponential with the same $\tau$ and the same record loses 0.050\% of its own area. A record of ten times $\tau$ is therefore ample for $\beta=1$ and far too short for $\beta=1/2$. With $T=100$ ms, $x=10$ and the loss for $\beta=1/2$ falls to 0.277\%.

The division by $P_0$ presumes that $P_0$ is known. If it is not, one can divide only by the recorded charge $P_0[1-\varphi(T)]$. For $T=10$ ms, $\varphi(T)=0.0423$, and the record then gives 1.28 ms, a loss of 36.1\%. If $P_0$ is known independently, it can be put to better use. The charge released up to time $t$, $P_0[1-\varphi(t)]$ per unit area, then gives $\varphi(t)$ itself, and only $A(T)$ is missing. For $T=10$ ms this is a fraction $(1+x)e^{-x}$ of $2\tau$, or 17.6\%.

\subsection{Poling for a finite time}

Suppose that the field was on from $t=-t_p$ to $t=0$. In the linear regime the responses to the two field steps add. Switching on contributes $P_0[1-\varphi(t+t_p)]$, and switching off contributes $-P_0[1-\varphi(t)]$. Their sum is
\begin{equation}
P(t)=P_0\left[\varphi(t)-\varphi(t+t_p)\right].
\end{equation}
Divided by $P_0$ and integrated over all $t>0$, it gives $2\tau-A(t_p)$. For $t_p=100$ ms the missing fraction is $(1+10)e^{-10}$, or 0.050\%, if the record itself is complete. Division by the polarization actually reached, $P(0)=P_0[1-\varphi(t_p)]$, lowers this to 0.045\%.

\subsection{A late start}

Now let the instrument be blind until a dead time $t_d$, and let both the clock and the normalization start there. The apparent integrated time is
\begin{equation}
\frac{1}{\varphi(t_d)}\int_{t_d}^\infty\varphi(t)\,dt
=\frac{A(t_d)}{\varphi(t_d)}
=2\tau\left(1+\sqrt{\frac{t_d}{\tau}}\right).
\label{eq:late}
\end{equation}
For $t_d=0.01$ ms, which is 1\% of $\tau$, the square root is 0.1 and the apparent time is 2.2 ms, or 10\% too long. The cause is the fast start of the decay: $\varphi(t_d)=0.9048$, so the normalization has fallen by almost 10\% while only 0.5\% of the area has been lost. A simple exponential would show no such error, because $\tau e^{-t_d/\tau}/e^{-t_d/\tau}=\tau$ for any $t_d$.

\section{The model beside a real film}

The parameters are round values chosen for a polar polymer some 30 K above its glass transition, here at 340 K. They do not describe a particular sample. In such a material $\tau$ changes steeply with temperature. With a rough local activation energy of 2.5 eV, a film 0.1 K colder than assumed has a $\tau$, and at fixed $\beta$ an $\langle\tau\rangle$, that is about 2.5\% longer. This close to the glass transition the local activation energy can also be 3 to 4 eV, and the shift grows in proportion. The exponent matters as well: $\beta=0.48$ in place of 0.50, at fixed $\tau$, raises the area by 8.14\%. Most of the area lies beyond $\tau$, so a fit made mainly at earlier times leaves $\langle\tau\rangle$ to extrapolation.

Real films also conduct. For a rough conductivity $\sigma=10^{-13}$ S/cm and poling for 100 ms, the conducted charge per unit area, $q=\sigma E t_p$, is about 2\% of $P_0$. If the electrodes block this charge, part of it may flow back after the short circuit. To bound this conduction from above, let the full field $q/(\varepsilon_0\varepsilon_\infty)$ of the blocked charge act in the bulk throughout the record, with high-frequency permittivity $\varepsilon_\infty=3$. The back current density is then $J=\sigma q/(\varepsilon_0\varepsilon_\infty)$. The charge it has still to deliver at time $t$ is $J(T-t)$, whose integral from 0 to $T$ is $JT^2/2$. For $T=100$ ms this is about 2\% of $2\tau P_0$. The same field would also turn the dipoles. If it stayed constant, their extra polarization would build up as $1-\varphi(t)$ to $q\,\Delta\varepsilon/\varepsilon_\infty=2q$, which adds about 4\% of $2\tau P_0$. Both figures are generous. With the electrodes shorted, blocking layers of series capacitance $C_b$ per unit area on a film of thickness $L$ reduce the field of the blocked charge to $q/(\varepsilon_0\varepsilon_\infty+C_bL)$. Layers thick enough for it to approach the full value would also leave a depolarizing field $P/(\varepsilon_0\varepsilon_\infty+C_bL)$, and the discharge would no longer follow \eqref{eq:phi}. The bound on the conduction part grows as $T^2$, so a longer record reduces the loss \eqref{eq:loss} but leaves more room for conduction. No more than the blocked charge $q$ can flow back, so the bound is certainly too high once $JT$ exceeds $q$, that is, for $T>\varepsilon_0\varepsilon_\infty/\sigma\approx2.7$ s.

The field itself is harmless here. It is 1\% of a rough breakdown field of 1 MV/cm. For a free dipole of 2 D, the ratio of dipole energy to thermal energy is $1.4\times10^{-3}$, and the Langevin function then departs from linearity by about $10^{-5}$\%.

One feature of \eqref{eq:phi} cannot be physical. For $\beta<1$,
\begin{equation}
-\frac{d\varphi}{dt}=\frac{\beta}{\tau}
\left(\frac t\tau\right)^{\beta-1}\varphi(t)
\end{equation}
diverges as $t\to0$, so the model predicts an infinite initial current. Molecular motion must replace this law below some microscopic time, roughly 1 ps. Because $\varphi\le1$, the area under the curve up to that time is at most 1 ps, which is $5\times10^{-10}$ of $\langle\tau\rangle$. The divergence therefore has no practical effect on the integrated time, provided that the stretched exponential holds from there on. The numerical output lists the input values used here.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values)
tau = 1.000 ms, beta = 0.50
relaxation strength = 6.0 (dimensionless)
high-frequency permittivity = 3.0 (relative)
temperature = 340 K
field = 0.010 MV/cm
poling time = 100 ms
recording time = 100 ms
dead time = 0.010 ms
dc conductivity = 1.0e-13 S/cm
local activation energy = 2.5 eV
dipole moment = 2.0 D
MAIN RESULT
Gamma(1/beta) = 1.000000 (dimensionless)
area from formula = 2.000000 ms
area from quadrature = 2.000000 ms
mean release time, numeric = 2.00000 ms
initial polarization = 5.313e-03 uC/cm2
area/tau at beta 1.0 = 1.0000
area/tau at beta 0.8 = 1.1330
area/tau at beta 0.5 = 2.0000
area/tau at beta 0.3 = 9.2605
WHERE THE AREA LIES (beta = 1/2)
phi at t = tau: 0.3679
area fraction beyond tau = 0.7358
MEASUREMENT LIMITS
short record length = 10 ms
area missed, short record = 38.78 %
same for simple exponential = 0.050 %
area missed, full record = 0.277 %
area missed by finite poling = 0.050 %
phi at the dead time = 0.9048
apparent time from late start = 2.2000 ms
excess from late start = 10.00 %
area change for beta = 0.48: +8.14 %
EFFECTS OUTSIDE THE MODEL
temperature error = 0.1 K (too cold)
resulting change of area = +2.54 %
conducted charge / initial polarization = 1.88 %
upper estimate of back-flow area = 1.77 %
dipole energy / thermal energy = 1.42e-03
dipole saturation = 1.3e-05 %
rough breakdown field = 1.0 MV/cm
field / breakdown field = 1.0 %
microscopic time = 1 ps
microscopic time / area = 5.0e-10
\end{verbatim}
